# Classical spiral-in time and the cascade of circular Rydberg states: verification in Python

```python
"""
Result under test: a classical electron spirals from radius n^2 a0 into a fixed
unit charge in n^6 T0, T0 = a0^3/(4 r_e^2 c), and the mean cascade time of the
circular state (n, l=n-1) down to n=1 is
    T_n = T0 [n^6 + (9/5) n^5 - (5/16) n^4 + O(n^3)].
Symbols: a0 Bohr radius, r_e classical electron radius, c speed of light,
alpha fine-structure constant, tau_k mean lifetime of circular level k.
Atomic units are used inside; "reduced" times are multiplied by alpha^3, so that
the reduced T0 is 1/4.  Only spontaneous electric-dipole emission is included.
"""
import math
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants, c as light_speed
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import lpmv

mp.mp.dps = 40
alpha = physical_constants["fine-structure constant"][0]
bohr = physical_constants["Bohr radius"][0]
r_e = physical_constants["classical electron radius"][0]
time_unit = physical_constants["atomic unit of time"][0]
hartree_eV = physical_constants["Hartree energy in eV"][0]
angstrom = 1e-10

# ---- Classical time: SI expression against the atomic-unit expression
T0 = bohr**3 / (4 * r_e**2 * light_speed)
assert abs(T0 / (time_unit / (4 * alpha**3)) - 1) < 1e-7

# ---- Classical orbit integrated with the radiation-reaction force.
# The coupling replaces alpha^3 by a larger, still small, value.
coupling = 1e-3


def orbit_equations(t, y):
    pos, vel = y[:2], y[2:]
    r = math.hypot(pos[0], pos[1])
    jerk = -vel / r**3 + 3 * pos * np.dot(pos, vel) / r**5
    return np.concatenate([vel, -pos / r**3 + (2 / 3) * coupling * jerk])


def half_radius_reached(t, y):
    energy = 0.5 * (y[2]**2 + y[3]**2) - 1 / math.hypot(y[0], y[1])
    return energy + 1.0      # a circular orbit of radius 1/2 has energy -1


half_radius_reached.terminal = True
orbit = solve_ivp(orbit_equations, (0, 400), [1.0, 0.0, 0.0, 1.0],
                  method="DOP853", rtol=1e-10, atol=1e-12,
                  events=half_radius_reached)
assert len(orbit.t_events[0]) == 1
orbit_time = orbit.t_events[0][0]
spiral_law_time = (1 - 0.5**3) / (4 * coupling)
assert abs(orbit_time / spiral_law_time - 1) < 2e-3   # finite coupling

# ---- Angular dipole strengths by quadrature over the sphere
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(40)
phi_nodes = 2 * np.pi * np.arange(64) / 64
COS, PHI = np.meshgrid(cos_nodes, phi_nodes, indexing="ij")
SIN = np.sqrt(1 - COS**2)
WEIGHT = cos_weights[:, None] * (2 * np.pi / 64)
DIRECTIONS = (SIN * np.cos(PHI), SIN * np.sin(PHI), COS)


def harmonic(l, m):
    k = abs(m)
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - k) / math.factorial(l + k))
    return norm * lpmv(k, l, COS) * np.exp(1j * m * PHI)


def angular_strength(l, m, l_final, m_final):
    product = np.conj(harmonic(l_final, m_final)) * harmonic(l, m) * WEIGHT
    return sum(abs(np.sum(product * d))**2 for d in DIRECTIONS)


# A circular state with n=5 has one dipole-allowed final state below it.
allowed = [(n_f, l_f, m_f) for n_f in range(1, 5) for l_f in range(n_f)
           for m_f in range(-l_f, l_f + 1)
           if angular_strength(4, 4, l_f, m_f) > 1e-12]
assert allowed == [(4, 3, 3)]


# ---- Closed formulas under test
def radial_squared(n):
    return (2.0**(4 * n) * 2 * n * (2 * n - 1) * float(n)**(2 * n + 1)
            * float(n - 1)**(2 * n + 3) / float(2 * n - 1)**(4 * n + 2))


def reduced_lifetime(n):
    n = mp.mpf(n)
    return (3 * (2 * n - 1)**(4 * n - 1)
            / (2**(4 * n) * n**(2 * n - 4) * (n - 1)**(2 * n - 2)))


# ---- Rates from a finite-difference radial Hamiltonian
def lowest_radial_state(l, r, h):
    diagonal = 1 / h**2 + l * (l + 1) / (2 * r**2) - 1 / r
    off = np.full(len(r) - 1, -0.5 / h**2)
    energy, vector = eigh_tridiagonal(diagonal, off, select="i",
                                      select_range=(0, 0))
    return energy[0], vector[:, 0]


worst_rate_error = 0.0
for n in range(2, 9):
    points = 8000
    h = (2 * n**2 + 20 * n) / (points + 1)
    r = h * np.arange(1, points + 1)
    e_up, u_up = lowest_radial_state(n - 1, r, h)
    e_low, u_low = lowest_radial_state(n - 2, r, h)
    radial_sq = np.sum(u_up * r * u_low)**2
    angular = angular_strength(n - 1, n - 1, n - 2, n - 2)
    assert abs(angular - (n - 1) / (2 * n - 1)) < 1e-11
    assert abs(radial_sq / radial_squared(n) - 1) < 3e-4   # grid error
    rate = (4 / 3) * (e_up - e_low)**3 * radial_sq * angular
    error = abs(rate * float(reduced_lifetime(n)) - 1)
    worst_rate_error = max(worst_rate_error, error)
assert worst_rate_error < 5e-4                             # grid error

# ---- Sums of lifetimes and of their squares
n_max = 1000
tau = {k: reduced_lifetime(k) for k in range(2, n_max + 1)}
total, variance = {1: mp.mpf(0)}, {1: mp.mpf(0)}
for k in range(2, n_max + 1):
    total[k] = total[k - 1] + tau[k]
    variance[k] = variance[k - 1] + tau[k]**2


def relative_spread(n):
    return float(mp.sqrt(variance[n]) / total[n])


# ---- Mean and spread from the population equations, starting at n=10
start = 10
scale = float(tau[start])
rates = np.array([scale / float(tau[k]) for k in range(2, start + 1)])


def populations(t, y):
    p = y[:-2]                      # levels 2..start
    flow = rates * p
    change = -flow
    change[:-1] += flow[1:]
    survival = np.sum(p)            # probability that n=1 is not yet reached
    return np.concatenate([change, [survival, 2 * t * survival]])


initial = np.zeros(start + 1)
initial[start - 2] = 1.0
run = solve_ivp(populations, (0, 45), initial, method="Radau",
                rtol=1e-7, atol=1e-10)
assert run.success
mean_time, second_moment = run.y[-2, -1], run.y[-1, -1]
spread_time = math.sqrt(second_moment - mean_time**2)
assert abs(mean_time * scale / float(total[start]) - 1) < 1e-4
assert abs(spread_time / mean_time / relative_spread(start) - 1) < 1e-3

# ---- Large-n coefficients; remainders fall as 1/n
N = mp.mpf(n_max)
tau_coefficient = (tau[n_max] / mp.mpf("1.5") - N**5 + N**4) / N**3
sum_coefficient = (4 * total[n_max] - N**6 - mp.mpf(9) / 5 * N**5) / N**4
assert abs(tau_coefficient - mp.mpf(1) / 8) < 5 / N
assert abs(sum_coefficient + mp.mpf(5) / 16) < 5 / N
assert abs(relative_spread(n_max) / (6 / math.sqrt(11 * n_max)) - 1) < 2e-3

# ---- Printed results
seconds = time_unit / alpha**3      # converts reduced times to seconds
print(f"Bohr radius a0 = {bohr/angstrom:.6f} angstrom")
print(f"classical electron radius r_e = {r_e/angstrom:.5e} angstrom")
print(f"speed of light c = {light_speed/angstrom:.5e} angstrom/s")
print(f"fine-structure constant alpha = {alpha:.7f}")
print(f"classical spiral-in time T0 from a0 = {T0:.4e} s")
print(f"T0 in atomic units of time = {1/(4*alpha**3):.5e}")
print(f"fractional shrinkage per turn at a0 = {8*math.pi*alpha**3/3:.3e}")
print(f"v/c at r = a0: {alpha:.5f}; at r = 0.01 a0: {alpha/0.1:.5f}")
print(f"share of T0 left at r = 0.01 a0 = {0.01**3:.1e}")
print(f"orbit test, coupling {coupling}: time from r=1 to r=1/2")
print(f"  integrated {orbit_time:.3f}, law {spiral_law_time:.3f} a.u.")
print(f"largest relative rate error, grid vs formula = {worst_rate_error:.1e}")
print(f"population equations, n=10: mean/sum of lifetimes = "
      f"{mean_time*scale/float(total[start]):.6f}")
print(f"  relative spread: equations {spread_time/mean_time:.4f}, "
      f"formula {relative_spread(start):.4f}")
print(f"n=1000: n^3 coefficient in lifetime = {float(tau_coefficient):.5f}")
print(f"n=1000: n^4 coefficient in cascade sum = {float(sum_coefficient):.5f}")

n = 30
photon = 0.5 * (1 / (n - 1)**2 - 1 / n**2) * hartree_eV
print("Worked level n = 30:")
print(f"  orbit radius n^2 a0 = {n**2*bohr/angstrom:.2f} angstrom")
print(f"  first photon energy = {photon:.4e} eV")
print(f"  lifetime of first step = {float(tau[n])*seconds:.4e} s")
print(f"  classical time to lose one unit of L, 3n^5/(2 alpha^3) = "
      f"{1.5*n**5*seconds:.4e} s")
print(f"  quantum cascade time = {float(total[n])*seconds:.4e} s")
print(f"  classical time n^6 T0 = {n**6*T0:.4e} s")
print(f"  standard deviation = {float(mp.sqrt(variance[n]))*seconds:.4e} s")
print("n, cascade time (s), n^6 T0 (s), ratio, 1+9/(5n)-5/(16n^2), spread")
for n in (2, 3, 5, 10, 30, 100, 300, 1000):
    ratio = float(4 * total[n]) / n**6
    series = 1 + 9 / (5 * n) - 5 / (16 * n**2)
    print(f"  {n:4d} {float(total[n])*seconds:.4e} {n**6*T0:.4e} "
          f"{ratio:.5f} {series:.5f} {relative_spread(n):.4f}")
print("local exponent log2(T_2n/T_n):")
for n in (5, 50, 500):
    print(f"  n = {n:3d}: {float(mp.log(total[2*n]/total[n], 2)):.4f}")
print("PASS")
```

It prints:

```
Bohr radius a0 = 0.529177 angstrom
classical electron radius r_e = 2.81794e-05 angstrom
speed of light c = 2.99792e+18 angstrom/s
fine-structure constant alpha = 0.0072974
classical spiral-in time T0 from a0 = 1.5562e-11 s
T0 in atomic units of time = 6.43345e+05
fractional shrinkage per turn at a0 = 3.255e-06
v/c at r = a0: 0.00730; at r = 0.01 a0: 0.07297
share of T0 left at r = 0.01 a0 = 1.0e-06
orbit test, coupling 0.001: time from r=1 to r=1/2
  integrated 218.760, law 218.750 a.u.
largest relative rate error, grid vs formula = 1.2e-05
population equations, n=10: mean/sum of lifetimes = 1.000000
  relative spread: equations 0.5586, formula 0.5586
n=1000: n^3 coefficient in lifetime = 0.12502
n=1000: n^4 coefficient in cascade sum = -0.31408
Worked level n = 30:
  orbit radius n^2 a0 = 476.26 angstrom
  first photon energy = 1.0606e-03 eV
  lifetime of first step = 2.1936e-03 s
  classical time to lose one unit of L, 3n^5/(2 alpha^3) = 2.2689e-03 s
  quantum cascade time = 1.2021e-02 s
  classical time n^6 T0 = 1.1345e-02 s
  standard deviation = 3.9464e-03 s
n, cascade time (s), n^6 T0 (s), ratio, 1+9/(5n)-5/(16n^2), spread
     2 1.5953e-09 9.9595e-10 1.60181 1.82187 1.0000
     3 1.7055e-08 1.1345e-08 1.50333 1.56528 0.9113
     5 3.2448e-07 2.4315e-07 1.33446 1.34750 0.7592
    10 1.8289e-05 1.5562e-05 1.17527 1.17687 0.5586
    30 1.2021e-02 1.1345e-02 1.05959 1.05965 0.3283
   100 1.5841e+01 1.5562e+01 1.01797 1.01797 0.1806
   300 1.1413e+04 1.1345e+04 1.00600 1.00600 0.1044
  1000 1.5590e+07 1.5562e+07 1.00180 1.00180 0.0572
local exponent log2(T_2n/T_n):
  n =   5: 5.8167
  n =  50: 5.9749
  n = 500: 5.9974
PASS
```
